# Free-carrier permittivity of silicon with two occupied valleys

## The question

The conduction band of silicon has six equivalent minima, two on each cubic axis. Near each minimum the energy surfaces are ellipsoids of revolution, with mass $m_l=0.916\,m_0$ along the valley's own axis and $m_t=0.19\,m_0$ across it, where $m_0$ is the free-electron mass. Biaxial tension in the $xy$ plane lowers the two valleys on the $z$ axis. Unless a part says otherwise, all free electrons, of density $N$, are in these two valleys.

The quantity $\Delta\varepsilon$ is the change of relative permittivity when the electrons are added to the crystal, with the strain held fixed. Fields vary as $\cos\omega t$, the real part of $e^{-i\omega t}$. The electron charge is $-e$, and $F$ is the field inside the silicon, uniform on the scale of the electron motion.

Data for the numerical parts, describing a thin silicon layer on relaxed silicon–germanium:

- $N=10^{18}\ \mathrm{cm^{-3}}$, wavelength 1550 nm ($\omega=1.2153\times10^{15}$ rad/s, photon energy 0.800 eV), temperature 300 K
- splitting between the lowered and raised valleys $\Delta=0.2$ eV, layer thickness 10 nm, in-plane strain 1.2 %
- rough values: refractive index $n=3.48$, in-plane mobility 400 cm²/Vs

## Part (a): the two permittivity changes

*Find $\Delta\varepsilon$ for undamped electrons with the field in the plane and along $z$. Show that the in-plane change is about 4.8 times larger in magnitude.*

**Answer.** Measure energy from the bottom of the valley at $+k_0$ on the $z$ axis:

$$E=\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\frac{\hbar^2(k_z-k_0)^2}{2m_l}.$$

The velocity is $v_i=\hbar^{-1}\,\partial E/\partial k_i$, so

$$v_x=\frac{\hbar k_x}{m_t},\qquad v_y=\frac{\hbar k_y}{m_t},\qquad v_z=\frac{\hbar(k_z-k_0)}{m_l}.$$

The valley at $-k_0$ differs by the sign of $k_0$, a constant that drops out of $dv_z/dt$. Both valleys therefore respond with the same masses, $m_x=m_y=m_t$ and $m_z=m_l$. Because the ellipsoid axes lie along $x,y,z$, a field along one axis produces no acceleration along another.

The field changes the crystal momentum by $\hbar\,dk_i/dt=-eF\cos\omega t$. Multiplying the time derivative of $v_i$ by $m_i$ gives

$$m_i\frac{d^2x_i}{dt^2}=-eF\cos\omega t .$$

Try $x_i=X\cos\omega t$. The left side is $-m_i\omega^2X\cos\omega t$, hence

$$X=\frac{eF}{m_i\omega^2}.$$

The general solution also contains a constant and a uniform drift. Neither oscillates at $\omega$, and the drifts of an equilibrium distribution sum to zero.

The displacement is in phase with the field although the force is opposite to it, because a free mass driven harmonically moves against the force. The negative charge then makes the polarisation oppose the field:

$$P_i=-NeX\cos\omega t=-\frac{Ne^2}{m_i\omega^2}F\cos\omega t .$$

By definition the added polarisation is $\varepsilon_0\Delta\varepsilon_iF\cos\omega t$. Therefore

$$\Delta\varepsilon_x=\Delta\varepsilon_y=-\frac{Ne^2}{\varepsilon_0m_t\omega^2},\qquad
\Delta\varepsilon_z=-\frac{Ne^2}{\varepsilon_0m_l\omega^2}.$$

In the ratio $N$, $e$, $\varepsilon_0$ and $\omega$ cancel:

$$R=\frac{\Delta\varepsilon_x}{\Delta\varepsilon_z}=\frac{m_l}{m_t}=\frac{0.916}{0.19}=4.82 .$$

Both changes are negative, so the carriers lower the permittivity in either polarisation, and more strongly in the plane where the electrons are light. Numerical integration of the equation of motion for the two masses also gives 4.821.

## Part (b): does the filling matter?

*The electrons have a spread of velocities. Show that the result of part (a) holds for any Fermi level, as long as the valleys are parabolic and no other valley is occupied.*

**Answer.** Without collisions the field moves every electron by the same amount $\delta$ in $k$-space, so the equilibrium distribution $f_0(k)$ becomes $f_0(k-\delta)$. Let $k$ be measured from the valley centre, and let the sum run over states per unit volume, including spin and both valleys. The current density is

$$J_i=-e\sum_k f_0(k-\delta)\,v_i(k)=-e\sum_k f_0(k)\,v_i(k+\delta),$$

where the second form relabels $k$. In a parabolic valley $v_i(k+\delta)=v_i(k)+\hbar\delta_i/m_i$. The first term sums to zero because $f_0$ is even in $k$ and $v_i$ is odd. The second gives

$$J_i=-\frac{eN\hbar\delta_i}{m_i}.$$

The shape of $f_0$ has disappeared and the density alone remains. Integrating $\hbar\,d\delta_i/dt=-eF\cos\omega t$ gives $\hbar\delta_i=-(eF/\omega)\sin\omega t$, so that $J_i=(Ne^2F/m_i\omega)\sin\omega t$. Since $J_i=dP_i/dt$, one more integration gives $P_i=-(Ne^2F/m_i\omega^2)\cos\omega t$, as in part (a).

At $10^{18}\ \mathrm{cm^{-3}}$ the Fermi level, computed with the bulk density of states, lies 0.056 eV below the valley edge. At $10^{20}\ \mathrm{cm^{-3}}$, with the electrons still confined to the two valleys, it lies 0.150 eV above the edge and the gas is degenerate. Summing shifted Fermi distributions numerically gives a ratio of 4.821 in both cases.

## Part (c): comparison with unstrained silicon

*By what factors does the transfer change the response, compared with the same density spread equally over six valleys? The masses are held fixed.*

**Answer.** For a field along $x$, the two valleys on the $x$ axis respond with $m_l$ and the other four with $m_t$. The mean inverse mass is

$$\frac1{m_c}=\frac26\frac1{m_l}+\frac46\frac1{m_t}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right).$$

The same count holds for $y$ and $z$, so the response is isotropic. Numerically,

$$\frac{m_0}{m_c}=\frac{10.526+1.092}{3}=3.873,\qquad m_c=0.258\,m_0 .$$

The transfer multiplies the in-plane change by $m_c/m_t=1.36$ and the $z$ change by $m_c/m_l=0.28$. The large anisotropy thus comes mostly from the weakened $z$ response. The sum over the three directions does not change:

$$\frac2{m_t}+\frac1{m_l}=\frac3{m_c}.$$

Each valley contributes $2/m_t+1/m_l$ to this sum whatever its orientation, so moving electrons between valleys redistributes the response among directions.

## Part (d): incomplete transfer

*A fraction $p$ of the electrons is in the $z$ valleys and the rest is shared equally by the other four. Find $R(p)$, examine its limits, and estimate the effect of temperature.*

**Answer.** The $x$ pair and the $y$ pair each hold a fraction $(1-p)/2$. For a field along $x$, the $x$ pair responds with $m_l$ and the $y$ pair with $m_t$. For a field along $z$, both respond with $m_t$. Therefore

$$R(p)=\frac{\dfrac p{m_t}+\dfrac{1-p}2\left(\dfrac1{m_t}+\dfrac1{m_l}\right)}{\dfrac p{m_l}+\dfrac{1-p}{m_t}} .$$

Three limits fix its meaning:

- At $p=1$, $R=m_l/m_t=4.82$.
- At $p=1/3$, numerator and denominator both equal $1/m_c$, so $R=1$.
- At $p=0$, with the $z$ valleys empty, $R=\tfrac12(1+m_t/m_l)=0.60$, and the $z$ response is the larger one.

For a small leak $r=1-p$, take $1/m_t$ out of the numerator and $1/m_l$ out of the denominator:

$$R=\frac{m_l}{m_t}\;\frac{1-\frac r2\left(1-\frac{m_t}{m_l}\right)}{1+r\left(\frac{m_l}{m_t}-1\right)}
\approx\frac{m_l}{m_t}\left[1-r\left(\frac{m_l}{m_t}-1\right)-\frac r2\left(1-\frac{m_t}{m_l}\right)\right].$$

The two coefficients are 3.82 and 0.40, so the relative loss of $R$ is about $4.2\,r$. The first term dominates because each misplaced electron responds along $z$ with the light mass.

If quantisation in the layer is ignored, all valleys have the same bulk density of states. In the Boltzmann limit the four raised valleys therefore hold

$$\frac{r}{1-r}=\frac42\,e^{-\Delta/k_BT}$$

relative to the two lowered ones. With $k_BT=0.02585$ eV at 300 K this is $8.7\times10^{-4}$. Fermi statistics give a leak of 0.091 %, slightly more, because the exclusion principle limits the filling of the lower valleys. The ratio falls to 4.80. At 400 K, with the density and splitting held fixed, the leak is 0.62 % and the ratio is 4.70.

A splitting of 0.05 eV at 300 K would leave 23 % of the electrons outside the $z$ valleys and give $R=2.34$. These are bulk figures. In a 10 nm hard-wall layer the raised valleys are quantised with the light mass $m_t$ and are pushed up more than the lowered ones, so the three leaks fall to about 0.06 %, 0.44 % and 16 %, with $R=4.81$, 4.73 and 2.78. Spill-over into the silicon–germanium, whose conduction edge lies about as high as the raised valleys, is not counted in either estimate. The result of part (a) thus requires $\Delta$ to be many times $k_BT$, and also requires the Fermi level to stay well below the raised valleys.

## Part (e): numerical size

*Evaluate $\Delta\varepsilon$ and the index change $\Delta n$ for both polarisations.*

**Answer.** In SI units $N=10^{24}\ \mathrm{m^{-3}}$. The factor common to both directions is

$$\frac{Ne^2}{\varepsilon_0m_0\omega^2}=\frac{10^{24}\,(1.602\times10^{-19})^2}{(8.854\times10^{-12})(9.109\times10^{-31})(1.2153\times10^{15})^2}=2.155\times10^{-3}.$$

Dividing by the relative masses gives

$$\Delta\varepsilon_x=-\frac{2.155\times10^{-3}}{0.19}=-1.13\times10^{-2},\qquad
\Delta\varepsilon_z=-\frac{2.155\times10^{-3}}{0.916}=-2.35\times10^{-3}.$$

For the index, $(n+\Delta n)^2=n^2+\Delta\varepsilon$ gives $2n\Delta n+(\Delta n)^2=\Delta\varepsilon$. The quadratic term is smaller than the linear one by $|\Delta n|/2n$, about $2\times10^{-4}$ here, and may be dropped:

$$\Delta n_x\approx\frac{\Delta\varepsilon_x}{2n}=-1.63\times10^{-3},\qquad \Delta n_z\approx\frac{\Delta\varepsilon_z}{2n}=-3.4\times10^{-4}.$$

These are free-carrier model values. For unstrained silicon at this density the same formula, with $m_c$, gives $-1.2\times10^{-3}$, whereas the empirical fits commonly used for electrons at 1550 nm give about $-0.9\times10^{-3}$. The absolute sizes above should therefore be trusted only to some tens of per cent.

## Part (f): when may damping be ignored?

*Add a relaxation time $\tau_i$ for motion along axis $i$. Find the real part of $\Delta\varepsilon_i$ and the effect on $R$ if $\tau_z=\tau_x/2$.*

**Answer.** The equation of motion becomes $m_i(\ddot x+\dot x/\tau_i)=-eF\cos\omega t$. Put $x=\mathrm{Re}\,(Xe^{-i\omega t})$:

$$\left(-\omega^2-\frac{i\omega}{\tau_i}\right)X=-\frac{eF}{m_i}
\quad\Rightarrow\quad
X=\frac{eF}{m_i}\,\frac{1}{\omega^2+i\omega/\tau_i}=\frac{eF}{m_i}\,\frac{1-i/(\omega\tau_i)}{\omega^2+1/\tau_i^2}.$$

The last step multiplies above and below by $1-i/(\omega\tau_i)$. Since $\Delta\varepsilon_i=-NeX/(\varepsilon_0F)$,

$$\mathrm{Re}\,\Delta\varepsilon_i=-\frac{Ne^2}{\varepsilon_0m_i(\omega^2+1/\tau_i^2)} .$$

The imaginary part is positive, which means absorption in this sign convention. Equal relaxation times leave $R$ at $m_l/m_t$ for any damping. Otherwise

$$R=\frac{m_l}{m_t}\,\frac{1+1/(\omega\tau_z)^2}{1+1/(\omega\tau_x)^2}.$$

The mobility gives $\tau_x=\mu m_t/e=43$ fs and $\omega\tau_x=52.5$. With $\tau_z=\tau_x/2$ the ratio rises by a fraction of about $3/(\omega\tau_x)^2=1.1\times10^{-3}$, to 4.83. This estimate assumes that the relaxation time inferred from the static mobility applies at the optical frequency. In the opposite limit, $\omega\tau_i\ll1$, the ratio tends to $(m_l/m_t)(\tau_x/\tau_z)^2$ and the masses alone no longer determine it.

## Part (g): limits of the band model

*Discuss (i) nonparabolic valleys, (ii) virtual interband transitions, with a rough direct gap $E_g=4$ eV at the valley, and (iii) confinement in the thin layer.*

**Answer.** (i) Let $E(1+aE)=\gamma$, where $\gamma$ is the parabolic energy measured from the valley centre. Differentiation gives $(1+2aE)\,\partial E/\partial k_i=\hbar^2k_i/m_i$, so

$$v_i=\frac{\hbar k_i}{m_i(1+2aE)} .$$

For a small shift, the argument of part (b) replaces $N/m_i$ by $\sum_k f_0\,\partial v_i/\partial(\hbar k_i)$. Integration by parts turns this into

$$K_i=\sum_k v_i^2\left(-\frac{df_0}{dE}\right).$$

Now set $k_i=\sqrt{m_i}\,q_i$. The energy depends on $|q|$ alone, and $v_i^2=\hbar^2q_i^2/[m_i(1+2aE)^2]$. Apart from the factor $1/m_i$ the sum is the same for every axis, so $K_x/K_z=m_l/m_t$ still holds. With the rough value $a=0.5\ \mathrm{eV^{-1}}$ both responses fall by about 6 %, while the ratio stays at 4.82. These figures belong to the assumed band form, which treats all directions of $q$ alike, and to fields slow compared with every interband transition. In silicon a second conduction band lies about 0.5 eV above the valley minimum at the same $k$, and its coupling to the lowest band causes much of the nonparabolicity. This coupling affects motion across the valley axis more than motion along it, so in real silicon even the static ratio is not exactly preserved. A photon energy of 0.800 eV also exceeds the 0.5 eV gap, so neither the 6 % loss nor the unchanged ratio can be carried over to the optical response.

(ii) The transverse mass is light because the momentum operator couples the conduction state to other bands, and an optical field acts through the same coupling. Model these by one lower level at energy zero, with real momentum matrix element $P$. Let the vector potential be $A\cos\omega t$, which couples the levels by $V\cos\omega t$ with $V=eAP/m_0$. Write the lower-level amplitude as $b(t)e^{-iE_gt/\hbar}$. To first order in $A$,

$$i\hbar\dot b+E_gb=V\cos\omega t .$$

Insert $b=\alpha\cos\omega t+i\beta\sin\omega t$. The sine terms give $\beta=\hbar\omega\alpha/E_g$ and the cosine terms give $E_g\alpha-\hbar\omega\beta=V$, hence

$$\alpha=\frac{VE_g}{E_g^2-(\hbar\omega)^2}.$$

The velocity in phase with $A$ is $(eA+2P\alpha)/m_0$. Define $g=2P^2/(m_0E_g)$. The velocity is then $eA/m_0$ times

$$1+g\,\frac{E_g^2}{E_g^2-(\hbar\omega)^2}.$$

At $\omega\to0$ this factor must equal $m_0/m_t$, so $g=1/0.19-1=4.26$. At 0.800 eV the fraction is $16/(16-0.64)=1.042$ and the factor is 5.44 instead of 5.26. In this model, which omits the second conduction band, the in-plane response is 3.4 % stronger than the mass formula states, and $R$ would become 4.98 if the $z$ response were unaffected. That response is not covered by the estimate: its net mass correction, $1/0.916-1=0.09$, is small but may be a sum of larger terms of opposite sign.

(iii) Along $z$ the electrons occupy subbands. In a hard-wall layer 10 nm thick, the first spacing for mass $m_l$ is 12.3 meV. A transition of energy $E_j$ responds in proportion to $1/[(\hbar\omega)^2-E_j^2]$, so this spacing matters at order $(12.3/800)^2=2.4\times10^{-4}$. Each higher allowed transition below the photon energy adds a term of similar size. At exactly 10 nm, summing all transitions from the lowest subband, with broadening $\hbar/\tau_x$, changes the $z$ response by less than 0.1 %. This small value is partly accidental, because one weak transition happens to lie within 1 meV of the photon energy: for thicknesses between 9.5 and 10.5 nm the change ranges up to about $\pm0.5$ %. The spacing is smaller than $k_BT$ at 300 K, so higher subbands are occupied as well, and including them gives about 0.5 % at 10 nm. In this model confinement therefore alters the $z$ response by less than 1 % at this photon energy. The hard wall is itself an idealisation: the barrier to the silicon–germanium is only about 0.2 eV high, so in the real layer transitions near 0.8 eV end in unbound states.

## Part (h): the real layer

*Compare the carrier effect with the static strain birefringence, using the rough values $p_{11}-p_{12}=-0.11$ and $c_{12}/c_{11}=0.39$. State what the ratio 4.8 means for a device.*

**Answer.** The top surface is free of stress, so $c_{11}\epsilon_z+2c_{12}\epsilon=0$ with $\epsilon=1.2$ %. This gives $\epsilon_z=-0.94$ %. The photoelastic changes of $1/n^2$ are

$$p_{11}\epsilon+p_{12}(\epsilon+\epsilon_z)\ \text{in the plane},\qquad p_{11}\epsilon_z+2p_{12}\epsilon\ \text{along } z .$$

Their difference is $(p_{11}-p_{12})(\epsilon-\epsilon_z)$. Since $\delta(1/n^2)=-2\,\delta n/n^3$,

$$n_x-n_z=-\frac{n^3}{2}(p_{11}-p_{12})(\epsilon-\epsilon_z)=21.1\times0.11\times0.0214=0.050 .$$

This is about 30 times $|\Delta n_x|$. It is present without carriers and does not enter $\Delta\varepsilon$, so an experiment must modulate the density at fixed strain to isolate the carrier part. It also makes the two background indices differ by 1.4 %, which lowers $\Delta n_x/\Delta n_z$ by that fraction relative to $R$.

The chosen strain and splitting are roughly those of silicon on relaxed silicon–germanium with about 30 % germanium, and the density is in the range used in silicon modulators. An ordinary unstrained waveguide breaks the assumption of complete transfer altogether, and there $R=1$. In the strained layer, heating to 400 K lowers $R$ to about 4.7, while the in-plane interband correction alone raises it to 4.98. The second conduction band and the strain dependence of $m_t$ and $m_l$ have not been included. "About 4.8" is therefore an estimate: the corrections evaluated here amount to several per cent, and the omitted ones may be as large. It concerns the electrons' material response: a guided mode weights it by the field in the layer, and any injected holes add a response of their own. The numerical output lists the main values used here.

## Table of computed values

```
transverse mass m_t: 0.19 m0; longitudinal mass m_l: 0.916 m0
electron density: 1.0e+18 cm^-3
wavelength: 1550 nm; photon energy: 0.7999 eV
angular frequency: 1.2153e+15 rad/s
temperature: 300 K; valley splitting: 0.2 eV
layer thickness: 10 nm; in-plane strain: 1.2 %
background index (rough): 3.48
delta eps in plane: -1.1342e-02 (dimensionless)
delta eps along z: -2.3526e-03 (dimensionless)
ratio in-plane/z from formula: 4.821
ratio in-plane/z from integrated motion: 4.821
ratio from shifted Fermi distribution: 4.821
index change in plane: -1.630e-03; along z: -3.380e-04
six equal valleys: mass m_c 0.2582 m0, delta eps -8.3456e-03
transfer factor in plane m_c/m_t: 1.359
transfer factor along z m_c/m_l: 0.282
Fermi level above z-valley edge: -0.0562 eV
Fermi level in degenerate test at 1e20 cm^-3: 0.1504 eV
ratio in degenerate test: 4.821
splitting 0.2 eV, 300 K: outside z valleys 0.091 %, ratio 4.803
splitting 0.2 eV, 400 K: outside z valleys 0.616 %, ratio 4.699
splitting 0.05 eV, 300 K: outside z valleys 22.872 %, ratio 2.339
in-plane mobility (rough): 400 cm2/Vs
relaxation time: 43.2 fs; omega tau: 52.5
ratio with damping, tau_z = tau_x/2: 4.826
nonparabolicity (rough): 0.5 1/eV
nonparabolic loss of response: 6.15 %
ratio with nonparabolicity: 4.821
direct gap at valley (rough): 4.0 eV
interband gain of in-plane response: 3.37 %
ratio with in-plane interband gain only: 4.984
first subband spacing along z: 12.32 meV
confinement change of z response: -0.007 %
photoelastic p11-p12 (rough): -0.11
stiffness ratio c12/c11 (rough): 0.39
strain along z: -0.94 %
static strain birefringence n_x - n_z: 0.050
```
